# Does the Kramers gap of an S = 3/2 ion give D?: a numerical check

```python
# Result under test: for spin S = 3/2 with H = S.T.S (T symmetric, traceless),
# the gap between the Kramers doublets is 2*sqrt(D^2 + 3E^2) = sqrt(6 Tr T^2).
# It fixes neither the sign of D nor E/D; the lower-doublet states supply them:
#   T_ij = -(gap/6) * Tr(P_lower Q_ij),  Q_ij = (SiSj + SjSi)/2 - (5/4) delta_ij.
# T has principal values -D/3+E, -D/3-E, 2D/3 (z: largest magnitude, E/D >= 0).
# A d^7 model ion (all 120 determinants, energies in cm^-1) gives real
# many-electron wavefunctions from which T is extracted.
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from sympy.physics.wigner import gaunt

rng = np.random.default_rng(7)


def angular_momentum(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)])


S = angular_momentum(1.5)
Q = np.array([[(S[i] @ S[j] + S[j] @ S[i]) / 2 - 1.25 * (i == j) * np.eye(4)
               for j in range(3)] for i in range(3)])


def spin_hamiltonian(T):
    return sum(T[i, j] * S[i] @ S[j] for i in range(3) for j in range(3))


def tensor_from_hamiltonian(H):
    return np.einsum('ab,ijba->ij', H, Q).real / 6


def tensor_from_doublet(gap, lower):
    return -gap / 6 * np.einsum('ak,ijab,bk->ij', lower.conj(), Q, lower).real


def principal_parameters(T):
    values = np.linalg.eigvalsh(T)
    z = np.argmax(abs(values))
    x, y = np.delete(values, z)
    D = 1.5 * values[z]
    return D, np.sign(D) * abs(x - y) / 2


def principal_tensor(D, E):
    return np.diag([-D / 3 + E, -D / 3 - E, 2 * D / 3])


# --- Completeness: every time-even 4x4 Hamiltonian is constant + S.T.S
flip = np.fliplr(np.diag([1.0, -1.0, 1.0, -1.0]))
for i in range(3):  # the flip with complex conjugation must reverse the spin
    assert np.allclose(flip @ S[i].conj() @ flip.T, -S[i])
for _ in range(20):
    X = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    X = X + X.conj().T
    even = (X + flip @ X.conj() @ flip.T) / 2
    T = tensor_from_hamiltonian(even)
    rebuilt = np.trace(even) / 4 * np.eye(4) + spin_hamiltonian(T)
    assert np.allclose(even, rebuilt, atol=1e-12)

# --- Gap and reconstruction of T from the lower doublet, random orientation
for _ in range(50):
    T = rng.normal(size=(3, 3))
    T = T + T.T
    T -= np.trace(T) / 3 * np.eye(3)
    e, v = np.linalg.eigh(spin_hamiltonian(T))
    D, E = principal_parameters(T)
    gap = e[2] - e[0]
    assert np.allclose(e[[0, 2]], e[[1, 3]], atol=1e-12)
    assert abs(gap - 2 * np.sqrt(D**2 + 3 * E**2)) < 1e-11
    assert abs(gap - np.sqrt(6 * np.trace(T @ T))) < 1e-11
    assert 0 <= E / D <= 1 / 3 + 1e-12
    assert np.sqrt(3) / 4 * gap - 1e-11 <= abs(D) <= gap / 2 + 1e-11
    assert np.allclose(tensor_from_doublet(gap, v[:, :2]), T, atol=1e-11)


# --- Effective g values from energies in a small field
def field_g_values(T, g, field=1e-4):
    result = []
    for i in range(3):
        e = np.linalg.eigvalsh(spin_hamiltonian(T) + field * g * S[i])
        result.append([(e[1] - e[0]) / field, (e[3] - e[2]) / field])
    return np.array(result).T


for D, E in [(5, 0), (-5, 0), (4, 0.7), (-4, -0.7), (3, 1), (-3, -0.4)]:
    T = principal_tensor(D, E)
    gap = 2 * np.sqrt(D**2 + 3 * E**2)
    lower, upper = field_g_values(T, 2.0)
    assert np.allclose(lower, 2 * abs(1 - 6 * np.diag(T) / gap), atol=1e-6)
    assert np.allclose(upper, 2 * abs(1 + 6 * np.diag(T) / gap), atol=1e-6)

print("SPIN MODEL, isotropic g = 2, lower doublet")
table_gap = 10.0
print(f"fixed gap = {table_gap:.1f} cm^-1")
full_rhombic = []
for ratio in (0.0, 0.1, 0.2, 1 / 3):
    size = table_gap / 2 / np.sqrt(1 + 3 * ratio**2)
    for D in (size, -size):
        T = principal_tensor(D, ratio * D)
        e = np.linalg.eigvalsh(spin_hamiltonian(T))
        assert abs(e[2] - e[0] - table_gap) < 1e-10
        gx, gy, gz = field_g_values(T, 2.0)[0]
        if ratio > 0.3:
            full_rhombic.append(sorted([gx, gy, gz]))
        print(f"E/D={ratio:.3f} D={D:+.3f} cm^-1 "
              f"g'x,y,z = {gx:.3f} {gy:.3f} {gz:.3f}")
assert np.allclose(full_rhombic[0], full_rhombic[1], atol=1e-6)

# --- d^7 ion: determinants over 10 spin orbitals (5 up, then 5 down)
N_ORB, N_EL = 10, 7


def determinants(n):
    return [sum(1 << p for p in occ)
            for occ in itertools.combinations(range(N_ORB), n)]


def annihilators(n):
    source, target = determinants(n), determinants(n - 1)
    index = {d: k for k, d in enumerate(target)}
    a = np.zeros((N_ORB, len(target), len(source)))
    for k, d in enumerate(source):
        for p in range(N_ORB):
            if d >> p & 1:
                sign = (-1) ** bin(d & ((1 << p) - 1)).count('1')
                a[p, index[d ^ (1 << p)], k] = sign
    return a


remove_one = annihilators(N_EL)
remove_next = annihilators(N_EL - 1)


def one_body(matrix):
    right = np.tensordot(matrix, remove_one, axes=(1, 0))
    return np.tensordot(remove_one, right, axes=([0, 1], [0, 1]))


def coulomb_operator(B, C):
    slater = {0: 0.0, 2: 49 * B + 7 * C, 4: 441 * C / 35}
    ms = [2, 1, 0, -1, -2]
    ang = {k: np.array([[(-1) ** m * np.sqrt(4 * np.pi / (2 * k + 1))
                         * float(gaunt(2, k, 2, -m, m - n, n))
                         if abs(m - n) <= k else 0.0
                         for n in ms] for m in ms]) for k in (2, 4)}
    spatial = np.zeros((5, 5, 5, 5))
    for a, b, c, d in itertools.product(range(5), repeat=4):
        if ms[a] + ms[b] == ms[c] + ms[d]:
            spatial[a, b, c, d] = sum(slater[k] * ang[k][c, a] * ang[k][b, d]
                                      for k in (2, 4))
    full = np.zeros((N_ORB,) * 4)
    for s, t in itertools.product((0, 5), repeat=2):
        full[s:s+5, t:t+5, s:s+5, t:t+5] = spatial
    # pairs[r, s] removes orbital r first, then orbital s
    pairs = np.matmul(remove_next[None, :], remove_one[:, None])
    rows, cols = pairs.shape[2:]
    flat = pairs.reshape(N_ORB**2, rows * cols)
    right = (full.reshape(N_ORB**2, N_ORB**2) @ flat).reshape(-1, cols)
    return 0.5 * flat.reshape(-1, cols).T @ right


racah_B, racah_C, splitting, zeta = 800.0, 3200.0, 4000.0, 500.0
l_orb, s_half = angular_momentum(2), angular_momentum(0.5)
V = coulomb_operator(racah_B, racah_C)
S_tot = np.array([one_body(np.kron(s, np.eye(5))) for s in s_half])
L_tot = np.array([one_body(np.kron(np.eye(2), l)) for l in l_orb])
spin_orbit = zeta * one_body(sum(np.kron(s_half[i], l_orb[i])
                                 for i in range(3)))

r2 = 1 / np.sqrt(2)
real_orbitals = np.array([          # rows: components m = 2, 1, 0, -1, -2
    [0, 0, 1, 0, 0],                # z^2
    [r2, 0, 0, 0, r2],              # x^2-y^2
    [-1j * r2, 0, 0, 0, 1j * r2],   # xy
    [0, -r2, 0, r2, 0],             # xz
    [0, 1j * r2, 0, 1j * r2, 0]]).T  # yz


def ligand_field(shifts):
    levels = np.array([0, 0, *(splitting + np.array(shifts))])
    h = real_orbitals @ np.diag(levels) @ real_orbitals.conj().T
    return one_body(np.kron(np.eye(2), h))


# Checks of the many-electron code in the M_S = 3/2 sector
high = np.where(abs(np.diag(S_tot[2]).real - 1.5) < 1e-9)[0]
free = np.linalg.eigvalsh(V[np.ix_(high, high)])
assert np.allclose(free[:7], free[0], atol=1e-6)
assert np.allclose(free[7:] - free[0], 15 * racah_B, atol=1e-6)
cubic = np.linalg.eigvalsh((V + ligand_field([0, 0, 0]))[np.ix_(high, high)])
assert np.allclose(cubic[1:4] - cubic[0], splitting, atol=1e-6)


def doublet_gap(shifts):
    e = np.linalg.eigvalsh(V + ligand_field(shifts) + spin_orbit)
    return e[2] - e[0]


g_e = abs(physical_constants['electron g factor'][0])


def analyse(shifts):
    H0 = V + ligand_field(shifts)
    e0, v0 = np.linalg.eigh(H0)
    assert np.ptp(e0[:4]) < 1e-6 and e0[4] - e0[0] > 1000
    block = v0[:, :4]
    m, u = np.linalg.eigh(block.conj().T @ S_tot[2] @ block)
    assert np.allclose(m, [-1.5, -0.5, 0.5, 1.5], atol=1e-8)
    model = [block @ u[:, 3]]
    for _ in range(3):
        state = (S_tot[0] - 1j * S_tot[1]) @ model[-1]
        model.append(state / np.linalg.norm(state))
    model = np.array(model).T
    e, v = np.linalg.eigh(H0 + spin_orbit)
    left, weights, right = np.linalg.svd(model.conj().T @ v[:, :4])
    U = left @ right
    energies = e[:4] - e[:4].mean()
    H_eff = U @ np.diag(energies) @ U.conj().T
    T = tensor_from_hamiltonian(H_eff)
    gap = e[2] - e[0]
    assert np.allclose(H_eff, spin_hamiltonian(T), atol=1e-6)
    assert np.allclose(T, tensor_from_doublet(gap, U[:, :2]), atol=1e-6)
    assert np.allclose(T, np.diag(np.diag(T)), atol=1e-6)
    D, E = principal_parameters(T)
    assert abs(gap - 2 * np.sqrt(D**2 + 3 * E**2)) < 1e-6
    g_eff = []
    for i in range(3):
        moment = v[:, :2].conj().T @ (L_tot[i] + g_e * S_tot[i]) @ v[:, :2]
        g_eff.append(np.ptp(np.linalg.eigvalsh(moment)))
    return dict(gap=gap, T=np.diag(T), D=D, E=E, g=np.array(g_eff),
                weight=min(weights)**2, first=e0[4] - e0[0], levels=energies)


shifts_A = np.array([500.0, 0.0, 0.0])          # order: xy, xz, yz
pattern_B = np.array([-1.0, 0.2, -0.2])
target = doublet_gap(shifts_A)
scale_B = brentq(lambda s: doublet_gap(s * pattern_B) - target,
                 0.0, 900.0, xtol=1e-9)
ions = {'A': (shifts_A, analyse(shifts_A)),
        'B': (scale_B * pattern_B, analyse(scale_B * pattern_B))}
A, B_ion = ions['A'][1], ions['B'][1]
assert abs(A['gap'] - B_ion['gap']) < 1e-6
assert A['D'] > 0 > B_ion['D']
assert abs(A['E']) < 1e-6 and B_ion['E'] / B_ion['D'] > 0.05
assert A['g'][2] < min(A['g'][:2]) and B_ion['g'][2] > max(B_ion['g'][:2])

print("MODEL d^7 ION, all determinants of the d shell")
print(f"number of determinants = {len(V)}")
print(f"Racah B = {racah_B:.0f} cm^-1, Racah C = {racah_C:.0f} cm^-1")
print(f"e-t2 splitting = {splitting:.0f} cm^-1, zeta = {zeta:.0f} cm^-1")
print(f"electron g factor magnitude = {g_e:.6f}")
for name, (shifts, r) in ions.items():
    print(f"ION {name}: shifts xy, xz, yz = "
          + " ".join(f"{x:.2f}" for x in shifts) + " cm^-1")
    print(f"first excitation without spin-orbit = {r['first']:.1f} cm^-1")
    print("four lowest levels from their mean = "
          + " ".join(f"{x:.4f}" for x in r['levels']) + " cm^-1")
    print(f"Kramers gap = {r['gap']:.4f} cm^-1")
    print(f"naive D = gap/2 = {r['gap'] / 2:.4f} cm^-1")
    print("T_xx, T_yy, T_zz = "
          + " ".join(f"{x:.4f}" for x in r['T']) + " cm^-1")
    print(f"D = {r['D']:.4f} cm^-1, |E| = {abs(r['E']):.4f} cm^-1")
    print(f"E/D = {abs(r['E'] / r['D']):.4f}")
    print(f"smallest model-space weight = {r['weight']:.4f}")
    print("ground doublet g'x,y,z = " + " ".join(f"{x:.3f}" for x in r['g']))
to_hartree = 100 * physical_constants['inverse meter-hartree relationship'][0]
print(f"common gap = {target * to_hartree:.4e} hartree")
excess = 100 * (B_ion['gap'] / 2 / abs(B_ion['D']) - 1)
print(f"ion B: gap/2 exceeds |D| by {excess:.2f} percent")
print(f"largest possible excess = {100 * (2 / np.sqrt(3) - 1):.2f} percent")
print("tests ok")
```

Output:

```
SPIN MODEL, isotropic g = 2, lower doublet
fixed gap = 10.0 cm^-1
E/D=0.000 D=+5.000 cm^-1 g'x,y,z = 4.000 4.000 2.000
E/D=0.000 D=-5.000 cm^-1 g'x,y,z = 0.000 0.000 6.000
E/D=0.100 D=+4.927 cm^-1 g'x,y,z = 3.379 4.562 1.941
E/D=0.100 D=-4.927 cm^-1 g'x,y,z = 0.621 0.562 5.941
E/D=0.200 D=+4.725 cm^-1 g'x,y,z = 2.756 5.024 1.780
E/D=0.200 D=-4.725 cm^-1 g'x,y,z = 1.244 1.024 5.780
E/D=0.333 D=+4.330 cm^-1 g'x,y,z = 2.000 5.464 1.464
E/D=0.333 D=-4.330 cm^-1 g'x,y,z = 2.000 1.464 5.464
MODEL d^7 ION, all determinants of the d shell
number of determinants = 120
Racah B = 800 cm^-1, Racah C = 3200 cm^-1
e-t2 splitting = 4000 cm^-1, zeta = 500 cm^-1
electron g factor magnitude = 2.002319
ION A: shifts xy, xz, yz = 500.00 0.00 0.00 cm^-1
first excitation without spin-orbit = 4000.0 cm^-1
four lowest levels from their mean = -2.6072 -2.6072 2.6072 2.6072 cm^-1
Kramers gap = 5.2144 cm^-1
naive D = gap/2 = 2.6072 cm^-1
T_xx, T_yy, T_zz = -0.8691 -0.8691 1.7381 cm^-1
D = 2.6072 cm^-1, |E| = 0.0000 cm^-1
E/D = 0.0000
smallest model-space weight = 0.9750
ground doublet g'x,y,z = 4.614 4.614 2.284
ION B: shifts xy, xz, yz = -384.58 76.92 -76.92 cm^-1
first excitation without spin-orbit = 3615.4 cm^-1
four lowest levels from their mean = -2.6072 -2.6072 2.6072 2.6072 cm^-1
Kramers gap = 5.2144 cm^-1
naive D = gap/2 = 2.6072 cm^-1
T_xx, T_yy, T_zz = 0.3811 1.2781 -1.6592 cm^-1
D = -2.4888 cm^-1, |E| = 0.4485 cm^-1
E/D = 0.1802
smallest model-space weight = 0.9716
ground doublet g'x,y,z = 1.290 1.093 6.803
common gap = 2.3758e-05 hartree
ion B: gap/2 exceeds |D| by 4.76 percent
largest possible excess = 15.47 percent
tests ok
```
